# The slab dipole correction: Parry's sum and the choice of vacuum: a numerical check

```python
"""Energy per cell of a neutral slab of point charges, periodic in x and y.
Result under test: Parry's two-dimensional Ewald energy E2D equals the direct
lattice sum, and three-dimensional Ewald E3D (k=0 omitted) obeys
  E3D + 2 pi Mz^2/V - E2D
    = (2 pi/A) sum_{G!=0} Re[S+ conj(S-)] / (G (exp(G Lz) - 1)),
  S+- = sum_i q_i exp(i G.rho_i +- G z_i).
A: lateral area, Lz: cell height, V = A Lz, Mz = sum_i q_i z_i,
G: lateral reciprocal vectors, alpha: Ewald splitting parameter.
Hartree atomic units: charge e, length bohr, energy hartree.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx

REACH = 6.3  # Gaussian tails are cut at exp(-REACH^2), near 1e-17


def vectors_within(basis, radius):
    """All integer combinations of the basis rows with length <= radius."""
    inverse = np.linalg.inv(basis)
    bounds = np.ceil(radius * np.linalg.norm(inverse, axis=0)).astype(int)
    axes = [np.arange(-b, b + 1) for b in bounds]
    integers = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1)
    vectors = integers.reshape(-1, len(basis)) @ basis
    return vectors[np.linalg.norm(vectors, axis=1) <= radius]


def reciprocal_vectors(basis, radius):
    vectors = vectors_within(2 * np.pi * np.linalg.inv(basis).T, radius)
    return vectors[np.linalg.norm(vectors, axis=1) > 1e-10]


def pair_sum(q, r, translations, interaction):
    """Half the sum over pairs and translations, without self-interaction."""
    separation = r[:, None, :] - r[None, :, :]
    distance = np.linalg.norm(separation[:, :, None, :] + translations, axis=-1)
    present = distance > 1e-10
    safe = np.where(present, distance, 1.0)
    values = np.where(present, interaction(safe), 0.0)
    return 0.5 * np.einsum("i,j,ijn->", q, q, values)


def short_range(q, r, basis, alpha):
    spread = np.linalg.norm(np.ptp(r, axis=0))
    shifts = vectors_within(basis, REACH / alpha + spread)
    translations = np.zeros((len(shifts), 3))
    translations[:, :shifts.shape[1]] = shifts
    return pair_sum(q, r, translations, lambda d: erfc(alpha * d) / d)


def lateral_kernel(g, z, alpha):
    """[e^(gz) erfc(g/2a+az) + e^(-gz) erfc(g/2a-az)]/g without overflow."""
    z = np.abs(z)
    u, v = g / (2 * alpha), alpha * z
    growing = np.exp(-u**2 - v**2) * erfcx(u + v)
    return (growing + np.exp(-g * z) * erfc(u - v)) / g


def planar_kernel(z, alpha):
    return z * erf(alpha * z) + np.exp(-(alpha * z)**2) / (alpha * np.sqrt(np.pi))


def parry_parts(q, r, cell, alpha):
    """Real-space, G!=0, G=0 and self parts of the 2D energy."""
    area = abs(np.linalg.det(cell))
    separation = r[:, None, :] - r[None, :, :]
    z = separation[:, :, 2]
    vectors = reciprocal_vectors(cell, 2 * alpha * REACH)
    g = np.linalg.norm(vectors, axis=1)
    waves = np.cos(separation[:, :, :2] @ vectors.T)
    kernel = lateral_kernel(g, z[:, :, None], alpha)
    lateral = np.pi / (2 * area) * np.einsum("i,j,ijg->", q, q, waves * kernel)
    planar = -np.pi / area * (q @ planar_kernel(z, alpha) @ q)
    own = -alpha / np.sqrt(np.pi) * np.sum(q**2)
    return np.array([short_range(q, r, cell, alpha), lateral, planar, own])


def energy_2d(q, r, cell, alpha=0.5):
    return parry_parts(q, r, cell, alpha).sum()


def energy_3d(q, r, cell, height, alpha=0.5):
    basis = np.zeros((3, 3))
    basis[:2, :2] = cell
    basis[2, 2] = height
    volume = abs(np.linalg.det(basis))
    k = reciprocal_vectors(basis, 2 * alpha * REACH)
    k2 = np.sum(k**2, axis=1)
    structure = q @ np.exp(1j * (r @ k.T))
    smooth = np.sum(np.exp(-k2 / (4 * alpha**2)) * np.abs(structure)**2 / k2)
    own = alpha / np.sqrt(np.pi) * np.sum(q**2)
    return short_range(q, r, basis, alpha) + 2 * np.pi / volume * smooth - own


def dipole_term(q, r, cell, height):
    return 2 * np.pi * (q @ r[:, 2])**2 / (abs(np.linalg.det(cell)) * height)


def layer_residual(q, r, cell, height):
    """Closed form of E3D + dipole term - E2D, scaled to avoid overflow."""
    low, high = r[:, 2].min(), r[:, 2].max()
    gap = height - (high - low)
    vectors = reciprocal_vectors(cell, 40 / gap)
    g = np.linalg.norm(vectors, axis=1)
    phase = np.exp(1j * (r[:, :2] @ vectors.T))
    upper = q @ (phase * np.exp(np.outer(r[:, 2] - high, g)))
    lower = q @ (phase * np.exp(-np.outer(r[:, 2] - low, g)))
    weight = np.exp(-g * gap) / (g * (1 - np.exp(-g * height)))
    area = abs(np.linalg.det(cell))
    return 2 * np.pi / area * np.sum(weight * (upper * lower.conj()).real)


def direct_energy(q, r, cell):
    """Plain 1/r sum over growing blocks of cells, extrapolated in block size."""
    sizes, energies = np.array([30, 60, 120]), []
    for n in sizes:
        line = np.arange(-n, n + 1)
        grid = np.stack(np.meshgrid(line, line, indexing="ij"), -1).reshape(-1, 2)
        translations = np.zeros((len(grid), 3))
        translations[:, :2] = grid @ cell
        energies.append(pair_sum(q, r, translations, lambda d: 1 / d))
    x = 1 / (sizes + 0.5)
    return np.linalg.solve(np.stack([x**0, x, x**3], axis=1), energies)[0]


# Kernels against their defining integrals
for g, z, alpha in [(0.8, 0.0, 0.5), (0.8, 3.0, 0.5), (2.1, 1.3, 0.9)]:
    integral = quad(lambda t: np.exp(-(z * t)**2 - (g / (2 * t))**2) / t**2,
                    0, alpha, epsabs=1e-13)[0]
    assert abs(integral - np.sqrt(np.pi) / 2 * lateral_kernel(g, z, alpha)) < 1e-10
    integral = quad(lambda t: -np.expm1(-(z * t)**2) / t**2, 0, alpha)[0]
    change = planar_kernel(z, alpha) - planar_kernel(0.0, alpha)
    assert abs(integral - np.sqrt(np.pi) * change) < 1e-10

# Model polar slab: alternating charged planes on a square lattice
period, spacing = 8.0, 4.0
cell = period * np.eye(2)
area = period**2
q = np.array([1.0, -1.0, 1.0, -1.0])
r = np.array([[0, 0, 0], [period / 2, period / 2, spacing],
              [0, 0, 2 * spacing], [period / 2, period / 2, 3 * spacing]])
thickness = np.ptp(r[:, 2])
dipole = q @ r[:, 2]

# Oblique cell of low symmetry with dipole components in all directions
oblique = np.array([[6.0, 0.0], [1.5, 7.0]])
q_low = np.array([1.0, -0.5, 0.7, -1.2])
r_low = np.array([[0.3, 0.2, 0.0], [2.9, 1.1, 1.7],
                  [4.4, 5.0, 3.1], [1.8, 4.2, 4.6]])

# Parry sum against the direct sum; independence of the splitting parameter
parts = parry_parts(q, r, cell, 0.5)
exact = parts.sum()
direct = direct_energy(q, r, cell)
direct_low = direct_energy(q_low, r_low, oblique)
exact_low = energy_2d(q_low, r_low, oblique)
assert abs(exact - direct) < 1e-7      # limit set by the extrapolation
assert abs(exact_low - direct_low) < 1e-7
other_alpha = energy_2d(q, r, cell, 0.8)
assert abs(exact - other_alpha) < 1e-11
assert abs(energy_3d(q, r, cell, 28.0) - energy_3d(q, r, cell, 28.0, 0.7)) < 1e-11

# Residual formula for the low-symmetry cell
for height in (8.0, 11.0, 16.0):
    error = (energy_3d(q_low, r_low, oblique, height)
             + dipole_term(q_low, r_low, oblique, height) - exact_low)
    assert abs(error - layer_residual(q_low, r_low, oblique, height)) < 1e-11

# Lateral average: explicit Fourier series against sheets plus dipole term
height = thickness + 16.0
kz = 2 * np.pi * np.arange(1, 400001) / height
sheet_factor = sum(c * np.exp(1j * kz * z) for c, z in zip(q, r[:, 2]))
series = 4 * np.pi / (area * height) * np.sum(np.abs(sheet_factor)**2 / kz**2)
sheets = -np.pi / area * (q @ np.abs(r[:, None, 2] - r[None, :, 2]) @ q)
assert abs(series - sheets + dipole_term(q, r, cell, height)) < 1e-5  # series tail

# Error against vacuum thickness
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
g_min = 2 * np.pi / period
amplitude = 4 / period * np.sum(np.exp(-g_min * spacing * np.arange(4)))**2
rows = []
for vacuum in (4.0, 8.0, 12.0, 16.0, 20.0, 24.0):
    height = thickness + vacuum
    bare = energy_3d(q, r, cell, height)
    corrected = bare + dipole_term(q, r, cell, height)
    residual = layer_residual(q, r, cell, height)
    leading = amplitude * np.exp(-g_min * vacuum)
    assert abs(corrected - exact - residual) < 1e-11
    rows.append((vacuum, bare, corrected, bare - exact, corrected - exact,
                 residual, leading))
table = np.array(rows)
assert abs(table[3, 4] / table[3, 6] - 1) < 0.01
assert abs(table[5, 4] / table[5, 6] - 1) < 0.001
drop = table[3, 4] / table[5, 4]
assert abs(drop / np.exp(2 * np.pi) - 1) < 0.01

# Force correction: z derivatives of both energies, by central differences
height = thickness + 24.0
field = 4 * np.pi * dipole / (area * height)
step = 1e-3
for i in range(len(q)):
    difference = []
    for sign in (1, -1):
        moved = r.copy()
        moved[i, 2] += sign * step
        difference.append(energy_2d(q, moved, cell)
                          - energy_3d(q, moved, cell, height))
    extra_force = -(difference[0] - difference[1]) / (2 * step)
    assert abs(extra_force + q[i] * field) < 1e-7  # exponential residual remains

# A layer wrapped through the cell boundary spoils the dipole, not E3D
height_wrap = thickness + 16.0
wrapped = r.copy()
wrapped[3, 2] -= height_wrap
bare_wrapped = energy_3d(q, wrapped, cell, height_wrap)
assert abs(bare_wrapped - table[3, 1]) < 1e-11
wrapped_error = bare_wrapped + dipole_term(q, wrapped, cell, height_wrap) - exact
assert abs(wrapped_error) > 0.1

# Vacuum for an error of 1 meV per cell
target = 1e-3 / hartree_ev
vacuum_corrected = brentq(
    lambda w: layer_residual(q, r, cell, thickness + w) - target, 4, 40)
vacuum_bare = 2 * np.pi * dipole**2 / (area * target) - thickness

print(f"lateral period a = {period:.1f} bohr, plane spacing = {spacing:.1f} bohr")
print(f"slab thickness h = {thickness:.1f} bohr, area A = {area:.1f} bohr^2")
print(f"dipole Mz = {dipole:.1f} e bohr")
print(f"shortest G = {g_min:.6f} 1/bohr")
print("Parry energy parts at alpha = 0.5 1/bohr, in hartree:")
for name, value in zip(("real space", "G != 0", "G = 0", "self"), parts):
    print(f"  {name:10s} {value:.10f}")
print(f"E2D = {exact:.10f} hartree = {exact * hartree_ev:.6f} eV")
print(f"E2D at alpha = 0.8 1/bohr: {other_alpha:.10f} hartree")
print(f"direct sum, extrapolated: {direct:.10f} hartree")
print(f"oblique test cell, E2D: {exact_low:.10f} hartree")
print(f"oblique test cell, direct: {direct_low:.10f} hartree")
print("vacuum w (bohr), E3D, E3D + dipole term (hartree):")
for row in table:
    print(f"  {row[0]:4.0f}  {row[1]:.10f}  {row[2]:.10f}")
print("w (bohr), then in hartree: bare error, corrected error,")
print("  residual formula, leading exponential:")
for row in table:
    print(f"  {row[0]:4.0f}  {row[3]:.6f}  {row[4]:.4e}  {row[5]:.4e}  {row[6]:.4e}")
print(f"leading amplitude = {amplitude:.6f} hartree")
print(f"corrected error ratio, w = 16 to w = 24 bohr: {drop:.2f}")
print(f"exp(2 pi) = {np.exp(2 * np.pi):.2f}")
print(f"vacuum for 1 meV, corrected: {vacuum_corrected:.2f} bohr")
print(f"vacuum for 1 meV, bare: {vacuum_bare:.4e} bohr")
print(f"4 pi Mz/V at w = 24 bohr: {field:.6f} hartree/(e bohr)")
print(f"wrapped Mz at w = 16 bohr: {q @ wrapped[:, 2]:.1f} e bohr")
print(f"error with wrapped Mz: {wrapped_error:.6f} hartree")
print("tests ok")
```

Running it gives:

```
lateral period a = 8.0 bohr, plane spacing = 4.0 bohr
slab thickness h = 12.0 bohr, area A = 64.0 bohr^2
dipole Mz = -8.0 e bohr
shortest G = 0.785398 1/bohr
Parry energy parts at alpha = 0.5 1/bohr, in hartree:
  real space -0.0000016493
  G != 0     0.4283713957
  G = 0      0.5644175343
  self       -1.1283791671
E2D = -0.1355918864 hartree = -3.689643 eV
E2D at alpha = 0.8 1/bohr: -0.1355918864 hartree
direct sum, extrapolated: -0.1355918853 hartree
oblique test cell, E2D: -0.2980210950 hartree
oblique test cell, direct: -0.2980210951 hartree
vacuum w (bohr), E3D, E3D + dipole term (hartree):
     4  -0.5088403774  -0.1161412957
     8  -0.4487794868  -0.1346202214
    12  -0.3973477609  -0.1355483731
    16  -0.3599894636  -0.1355899883
    20  -0.3319413450  -0.1355918042
    24  -0.3101248081  -0.1355918829
w (bohr), then in hartree: bare error, corrected error,
  residual formula, leading exponential:
     4  -0.373248  1.9451e-02  1.9451e-02  2.3603e-02
     8  -0.313188  9.7166e-04  9.7166e-04  1.0200e-03
    12  -0.261756  4.3513e-05  4.3513e-05  4.4077e-05
    16  -0.224398  1.8981e-06  1.8981e-06  1.9047e-06
    20  -0.196349  8.2233e-08  8.2233e-08  8.2311e-08
    24  -0.174533  3.5560e-09  3.5560e-09  3.5570e-09
leading amplitude = 0.546182 hartree
corrected error ratio, w = 16 to w = 24 bohr: 533.77
exp(2 pi) = 535.49
vacuum for 1 meV, corrected: 12.22 bohr
vacuum for 1 meV, bare: 1.7096e+05 bohr
4 pi Mz/V at w = 24 bohr: -0.043633 hartree/(e bohr)
wrapped Mz at w = 16 bohr: 20.0 e bohr
error with wrapped Mz: 1.178099 hartree
tests ok
```
